# Low-Temperature and Low-Bias Conductance of the Symmetric Anderson Model: verification in Python

```python
"""
Result under test: low-energy conductance of the symmetric Anderson model,
 dI/dV = (2e^2/h) [1 - (1+2r^2)/3 (pi kT/W)^2 - (1+5r^2)/4 (eV/W)^2],
for equal lead couplings and chemical potentials +eV/2 and -eV/2.
 W : renormalized half-width z*Delta of the resonance
 r : Wilson ratio minus one = z * rho * (zero-energy opposite-spin vertex)
 rho = 1/(pi Delta), u = U/(pi Delta)
In the Kondo limit r = 1 and the ratio of the V^2 to the T^2 coefficient
is 3/(2 pi^2). Numerical tests use Delta = 1 (or W = 1), k = e = hbar = 1.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import exp1

PI = np.pi

# ---------- Keldysh functions on a Fourier grid ----------
N = 2**17
STEP = 0.005
omega = (np.arange(N) - N // 2) * STEP
time_step = 2 * PI / (N * STEP)
spectrum = 1 / (PI * (omega**2 + 1))
theta = np.zeros(N)
theta[1:N // 2] = 1.0
theta[0] = theta[N // 2] = 0.5


def to_time(values):
    return np.fft.fft(np.fft.ifftshift(values)) * STEP / (2 * PI)


def to_frequency(values):
    return np.fft.fftshift(np.fft.ifft(values)) * N * time_step


def reverse_time(values):
    return np.roll(values[::-1], 1)


def fermi(energy, temperature):
    return 0.5 * (1 - np.tanh(energy / (2 * temperature)))


@lru_cache(maxsize=None)
def self_energy(temperature, bias, ladder_u=0.0):
    """Self-energy divided by U^2. ladder_u = 0: second order in U.
    ladder_u > 0: sum of all particle-particle ladders at that u."""
    f_left = fermi(omega - bias / 2, temperature)
    f_right = fermi(omega + bias / 2, temperature)
    f_dot = (f_left + f_right) / 2
    g_greater = to_time(-2j * PI * spectrum * (1 - f_dot))
    g_lesser = to_time(2j * PI * spectrum * f_dot)
    pair_greater = 1j * g_greater**2
    pair_lesser = 1j * g_lesser**2
    if ladder_u > 0:
        pair_retarded = to_frequency(theta * (pair_greater - pair_lesser))
        factor = 1 / np.abs(1 - PI * ladder_u * pair_retarded)**2
        pair_greater = to_time(factor * to_frequency(pair_greater))
        pair_lesser = to_time(factor * to_frequency(pair_lesser))
    s_greater = -1j * pair_greater * reverse_time(g_lesser)
    s_lesser = -1j * pair_lesser * reverse_time(g_greater)
    s_retarded = to_frequency(theta * (s_greater - s_lesser))
    return (f_left, f_right, to_frequency(s_greater),
            to_frequency(s_lesser), s_retarded)


def extrapolate(fine, coarse):
    """Remove the leading quadratic error when the scale is halved."""
    return (4 * np.array(fine) - np.array(coarse)) / 3


def scattering_coefficients(ladder_u):
    """Coefficients of omega^2, T^2, V^2 in -2 pi^2 Im(Sigma)/U^2."""
    rows = []
    for t in (0.01, 0.02):
        probe = 4 * t
        shift = int(round(probe / STEP))
        equilibrium = -2 * PI**2 * self_energy(t, 0.0, ladder_u)[4].imag
        biased = -2 * PI**2 * self_energy(t, probe, ladder_u)[4].imag
        zero = equilibrium[N // 2]
        rows.append([(equilibrium[N // 2 + shift] - zero) / probe**2,
                     zero / t**2, (biased[N // 2] - zero) / probe**2])
    return extrapolate(*rows)


bracket = scattering_coefficients(0.0)
assert np.allclose(bracket, [1, PI**2, 0.75], rtol=5e-3)

# Infinite ladder: static vertex from an imaginary-frequency integral.
pair_static = quad(lambda w: 1 / (w + 1)**2, 0, np.inf)[0] / PI
ladder_u = 1.0
vertex_over_U = 1 / (1 + PI * ladder_u * pair_static)
ladder_bracket = scattering_coefficients(ladder_u)
assert np.allclose(ladder_bracket,
                   vertex_over_U**2 * np.array([1, PI**2, 0.75]), rtol=1e-2)

# ---------- general lead current against the reduced formula ----------
f_l, f_r, s_gt, s_lt, s_ret = self_energy(0.02, 0.5)
g_ret = 1 / (omega + 1j - PI**2 * s_ret)
g_less = np.abs(g_ret)**2 * (1j * (f_l + f_r) + PI**2 * s_lt)
current_left = np.sum(1j * (g_less + f_l * 2j * g_ret.imag)).real * STEP
current_reduced = np.sum((f_l - f_r) * (-g_ret.imag)) * STEP
assert abs(current_left / current_reduced - 1) < 1e-5

# ---------- Ward identities at order U^2, zero temperature ----------
log_time = np.linspace(-25, 25, 2001)
tau = np.exp(log_time)
weight = tau * (log_time[1] - log_time[0])


def particle_part(level):
    """Laplace transform of the positive-energy part of the spectrum."""
    x = (-level - 1j) * tau
    large = np.abs(x) > 40
    near = np.where(large, 1.0 - 1j, x)
    far = np.where(large, x, 50.0 - 50j)
    term = 1 / far
    series = term.copy()
    for k in range(1, 20):
        term = -term * k / far
        series = series + term
    return np.where(large, series, np.exp(near) * exp1(near)).imag / PI


def hole_part(level):
    return particle_part(-level)


def static_sigma(up, down):
    loop = particle_part(down) * hole_part(down)
    return np.sum(weight * loop * (hole_part(up) - particle_part(up)))


def minus_slope(up, down):
    loop = particle_part(down) * hole_part(down)
    return np.sum(weight * tau * loop * (hole_part(up) + particle_part(up)))


def density(level):
    return 1 / (PI * (1 + level**2))


d = 1e-3
for up, down in ((0.0, 0.0), (0.3, -0.5)):
    own_level = (static_sigma(up + d, down)
                 - static_sigma(up - d, down)) / (2 * d)
    # The last term is the Hartree feedback of the own spin.
    response = own_level + density(up) * density(down)
    assert abs(response - minus_slope(up, down)) < 1e-5
ward_left, ward_right = minus_slope(up, down), response

other_level = (static_sigma(up, down + d)
               - static_sigma(up, down - d)) / (2 * d)


def two_line_integrand(w):
    g_up = 1 / (1j * (w + 1) - up)
    g_down = 1 / (1j * (w + 1) - down)
    return (g_up * (g_down + np.conj(g_down))).real


vertex_second = -quad(two_line_integrand, 0, np.inf)[0] / PI
assert abs(vertex_second) > 1e-3
assert abs(other_level + density(down) * vertex_second) < 1e-5

# Occupation change from the propagator against the Friedel relation.
product_slope = (particle_part(up + d) * hole_part(up + d)
                 - particle_part(up - d) * hole_part(up - d)) / (2 * d)
occupation_change = -np.sum(weight * particle_part(down)
                            * hole_part(down) * product_slope)
friedel_change = -density(up) * static_sigma(up, down)
assert abs(friedel_change) > 1e-4
assert abs(occupation_change - friedel_change) < 1e-6

mass_coefficient = PI**2 * minus_slope(0.0, 0.0)  # 1/z = 1 + this * u^2


# ---------- conductance coefficients from numerical currents ----------
def conductance_coefficients(transmission, baseline):
    rows = []
    for t in (0.01, 0.02):
        probe = 4 * t
        losses = []
        for bias in (0.0, probe):
            left, right, _, _, sigma = self_energy(t, bias)
            if bias > 0:
                window = (left - right) / bias
            else:
                window = left * (1 - left) / t
            mean = np.sum(window * transmission(sigma)) * STEP
            losses.append(baseline - mean)
        # I/V contains one third of the V^2 coefficient of dI/dV.
        rows.append([losses[0] / t**2,
                     3 * (losses[1] - losses[0]) / probe**2])
    return extrapolate(*rows)


def predicted(r):
    return np.array([PI**2 * (1 + 2 * r**2) / 3, (1 + 5 * r**2) / 4])


g_bare = 1 / (omega + 1j)
bare_second = conductance_coefficients(
    lambda sigma: -(g_bare**2 * PI**2 * sigma).imag, 0.0)
expected_second = np.array([PI**2 * (2 * mass_coefficient + 2) / 3,
                            (2 * mass_coefficient + 5) / 4])
assert np.allclose(bare_second, expected_second, rtol=1e-2)


def quasiparticle_transmission(r):
    def transmission(sigma):
        remainder = r**2 * (PI**2 * sigma + mass_coefficient * omega)
        return -(1 / (omega + 1j - remainder)).imag
    return transmission


measured = {}
for r in (0.0, 0.5, 1.0):
    measured[r] = conductance_coefficients(quasiparticle_transmission(r), 1.0)
    assert np.allclose(measured[r], predicted(r), rtol=1e-2)
kondo_ratio = measured[1.0][1] / measured[1.0][0]
assert abs(kondo_ratio / (3 / (2 * PI**2)) - 1) < 1e-2

# ---------- charge freezing in an exactly diagonalized chain ----------
SITES = 6
states = list(combinations(range(SITES), SITES // 2))
position = {state: i for i, state in enumerate(states)}
size = len(states)
hopping = np.zeros((size, size))
for i, state in enumerate(states):
    for site in range(SITES - 1):
        if site in state and site + 1 not in state:
            moved = tuple(sorted((set(state) - {site}) | {site + 1}))
            amplitude = -0.5 if site == 0 else -1.0
            j = position[moved]
            hopping[i, j] = hopping[j, i] = amplitude
impurity = np.diag([float(0 in state) for state in states])
identity = np.eye(size)
n_up, n_down = np.kron(impurity, identity), np.kron(identity, impurity)
kinetic = np.kron(hopping, identity) + np.kron(identity, hopping)


def occupations(interaction, shift):
    matrix = (kinetic + interaction * n_up @ n_down
              - interaction / 2 * (n_up + n_down) + shift * n_up)
    ground = np.linalg.eigh(matrix)[1][:, 0]
    return np.array([ground @ n_up @ ground, ground @ n_down @ ground])


chain = []
for interaction in (0.0, 4.0, 16.0):
    h = 1e-4
    same, other = -(occupations(interaction, h)
                    - occupations(interaction, -h)) / (2 * h)
    chain.append((interaction, -other / same, 2 * (same + other)))
assert abs(chain[0][1]) < 1e-5
assert chain[0][1] < chain[1][1] < chain[2][1] < 1
assert chain[0][2] > chain[1][2] > chain[2][2] > 0
assert 1 - chain[2][1] < 0.02

# ---------- worked example ----------
width_meV, temperature_K, bias_mV = 0.1, 0.05, 0.01
k_meV = constants.k / constants.e * 1e3
thermal_meV = k_meV * temperature_K
unit_uS = 2 * constants.e**2 / constants.h * 1e6

print("SELF-ENERGY, units of Delta")
print(f"omega^2 coefficient, second order: {bracket[0]:.4f}")
print(f"T^2 coefficient, second order: {bracket[1]:.4f}; pi^2 = {PI**2:.4f}")
print(f"V^2 coefficient, second order: {bracket[2]:.4f}")
print(f"ladder at u = {ladder_u:.1f}: static vertex/U = {vertex_over_U:.4f}")
print("ladder omega^2, T^2, V^2 coefficients:",
      " ".join(f"{x:.4f}" for x in ladder_bracket))
print("CURRENT at u = 1, kT = 0.02 Delta, eV = 0.5 Delta")
print(f"general lead formula: {current_left:.7f} (2e/h) Delta")
print(f"reduced formula: {current_reduced:.7f} (2e/h) Delta")
print("WARD IDENTITIES, order U^2, Delta = 1")
print(f"levels: up {up:.1f}, down {down:.1f}")
print(f"minus frequency slope / U^2: {ward_left:.6f}")
print(f"own-level response / U^2: {ward_right:.6f}")
print(f"other-level response / U^2: {other_level:.6f}")
print(f"minus density times vertex / U^2: "
      f"{-density(down) * vertex_second:.6f}")
print(f"occupation change / U^2, propagator: {occupation_change:.6f}")
print(f"occupation change / U^2, Friedel: {friedel_change:.6f}")
print(f"symmetric point: (1/z - 1)/u^2 = {mass_coefficient:.5f}")
print("BARE THEORY, coefficient of u^2 in the corrections")
print(f"T^2: current {bare_second[0]:.4f}, formula {expected_second[0]:.4f}")
print(f"V^2: current {bare_second[1]:.4f}, formula {expected_second[1]:.4f}")
print("QUASIPARTICLE THEORY, corrections in units of W")
for r in (0.0, 0.5, 1.0):
    c_t, c_v = measured[r]
    p_t, p_v = predicted(r)
    print(f"r = {r:.1f}: current c_T {c_t:.4f}, c_V {c_v:.4f}, "
          f"ratio {c_v / c_t:.5f}")
    print(f"r = {r:.1f}: formula c_T {p_t:.4f}, c_V {p_v:.4f}, "
          f"ratio {p_v / p_t:.5f}")
print("SIX-SITE CHAIN, hopping t = 1, impurity hopping 0.5 t")
for interaction, r, charge in chain:
    print(f"U = {interaction:.0f} t: r = {r:.5f}, "
          f"charge response = {charge:.6f} / t")
print("WORKED EXAMPLE")
print(f"W = {width_meV:.3f} meV, T = {temperature_K * 1e3:.0f} mK, "
      f"V = {bias_mV * 1e3:.0f} microvolt")
print(f"kT = {thermal_meV:.6f} meV, 2e^2/h = {unit_uS:.4f} microsiemens")
print(f"Kondo temperature pi W/(4k) = {PI * width_meV / 4 / k_meV:.4f} K")
for label, r in (("Kondo limit", 1.0), ("noninteracting", 0.0)):
    p_t, p_v = predicted(r)
    loss_t = p_t * (thermal_meV / width_meV)**2
    loss_v = p_v * (bias_mV / width_meV)**2
    total = 1 - loss_t - loss_v
    print(f"{label}: T loss {loss_t:.5f}, V loss {loss_v:.5f}")
    print(f"{label}: dI/dV = {total:.5f} (2e^2/h) "
          f"= {total * unit_uS:.3f} microsiemens")
p_t, p_v = predicted(1.0)
equal_ratio = np.sqrt(p_t / p_v)
print(f"equal Kondo losses at eV/kT = {equal_ratio:.4f}, "
      f"V = {equal_ratio * thermal_meV * 1e3:.3f} microvolt")
print("finished without a failed check")
```

Output:

```
SELF-ENERGY, units of Delta
omega^2 coefficient, second order: 1.0000
T^2 coefficient, second order: 9.8695; pi^2 = 9.8696
V^2 coefficient, second order: 0.7500
ladder at u = 1.0: static vertex/U = 0.5000
ladder omega^2, T^2, V^2 coefficients: 0.2500 2.4677 0.1875
CURRENT at u = 1, kT = 0.02 Delta, eV = 0.5 Delta
general lead formula: 0.4423402 (2e/h) Delta
reduced formula: 0.4423402 (2e/h) Delta
WARD IDENTITIES, order U^2, Delta = 1
levels: up 0.3, down -0.5
minus frequency slope / U^2: 0.039124
own-level response / U^2: 0.039124
other-level response / U^2: -0.006722
minus density times vertex / U^2: -0.006722
occupation change / U^2, propagator: 0.003378
occupation change / U^2, Friedel: 0.003378
symmetric point: (1/z - 1)/u^2 = 0.53260
BARE THEORY, coefficient of u^2 in the corrections
T^2: current 10.0834, formula 10.0841
V^2: current 1.5160, formula 1.5163
QUASIPARTICLE THEORY, corrections in units of W
r = 0.0: current c_T 3.2898, c_V 0.2500, ratio 0.07599
r = 0.0: formula c_T 3.2899, c_V 0.2500, ratio 0.07599
r = 0.5: current c_T 4.9346, c_V 0.5624, ratio 0.11397
r = 0.5: formula c_T 4.9348, c_V 0.5625, ratio 0.11399
r = 1.0: current c_T 9.8686, c_V 1.4995, ratio 0.15195
r = 1.0: formula c_T 9.8696, c_V 1.5000, ratio 0.15198
SIX-SITE CHAIN, hopping t = 1, impurity hopping 0.5 t
U = 0 t: r = 0.00000, charge response = 1.559549 / t
U = 4 t: r = 0.98573, charge response = 0.077070 / t
U = 16 t: r = 0.99992, charge response = 0.001795 / t
WORKED EXAMPLE
W = 0.100 meV, T = 50 mK, V = 10 microvolt
kT = 0.004309 meV, 2e^2/h = 77.4809 microsiemens
Kondo temperature pi W/(4k) = 0.9114 K
Kondo limit: T loss 0.01832, V loss 0.01500
Kondo limit: dI/dV = 0.96668 (2e^2/h) = 74.899 microsiemens
noninteracting: T loss 0.00611, V loss 0.00250
noninteracting: dI/dV = 0.99139 (2e^2/h) = 76.814 microsiemens
equal Kondo losses at eV/kT = 2.5651, V = 11.052 microvolt
finished without a failed check
```
